Why Convex Semilocal Functionals Delocalize Polarons: A Two-Site Lattice Model

**1. Definitions and conventions**

One excess electron can occupy two equivalent sites of a crystal. Its real amplitudes c₁ and c₂ are non-negative, and the occupations are

n₁ = c₁², n₂ = c₂², n₁ + n₂ = 1.

A polaron is a state with unequal occupations, held in place by the lattice distortion that the carrier itself produces. The state n₁ = n₂ = 1/2 is called the shared state. Hartree atomic units are used: energies in Ha, lengths in bohr.

The lattice is classical, and the electron follows it adiabatically. Site i has a displacement xᵢ, a spring constant k and a coupling g to the local charge. The electron hops with amplitude t > 0. The true energy of the model is

E_true = −2t c₁c₂ + Σᵢ (k xᵢ²/2 − g xᵢ nᵢ).

The common site energy multiplies n₁ + n₂ = 1 and is set to zero. "True" means the solution of this model, not experiment.

An approximate functional adds two errors:

E = E_true − (κ/2) Σᵢ nᵢ(1 − nᵢ) + V n₁n₂.

The first lowers the energy of a site holding a fraction of an electron; κ > 0 describes a convex site energy, with second derivative κ. The second, with V ≥ 0, is the repulsion of the electron on one site by its own charge on the other. A single electron does not repel itself, so both terms are spurious.

Two combinations recur:

λ = g²/(2k), K = κ − V.

The first will prove to be the relaxation energy of a carrier on one site, the second the net curvature that decides the fate of the polaron.

**2. First contribution: the energy of a fraction of an electron**

Let a carrier be spread over two distant sites. Seen from site 1 alone, the electron is present with probability n₁ and absent with probability 1 − n₁. The site energy is then the average

E_site(n) = (1 − n) E_site(0) + n E_site(1),

a straight line in n, the chord. A departure from it is an error that a delocalized carrier encounters and a carrier wholly on one site does not.

To see how the departure arises, place a fraction n of a spin-up electron in a fixed orbital φ outside a fixed core. Its density n|φ|² has the Hartree self-repulsion n²J/2, where

J = ∬ |φ(r)|² |φ(r′)|² / |r − r′| dr dr′.

In Hartree–Fock theory the self-exchange is −n²J/2. All interactions between φ and the core are linear in n, so with h_φ denoting the one-electron energy including them,

E_HF(n) = E_core + n h_φ + n²J/2 − n²J/2 = E_core + n h_φ.

The line is straight for fixed orbitals. Now let the orbitals relax. For each set Φ of orbitals the energy L_Φ(n) is linear, and E_HF(n) is the lowest of these lines. If Φ is the best set at n = (1 − w)a + wb, with 0 ≤ w ≤ 1, then

E_HF(n) = (1 − w) L_Φ(a) + w L_Φ(b) ≥ (1 − w) E_HF(a) + w E_HF(b),

because Φ need not be the best set at a or b. The relaxed curve lies on or above its chord: it is concave.

A semilocal functional treats exchange differently. The estimate below uses its simplest form, the local density approximation; the gradient correction in PBE changes the power of n somewhat. The local exchange energy of an isolated orbital density n|φ|² scales as n^(4/3), since its energy density is proportional to the density to the power 4/3. Write it as −A n^(4/3). The self-energy is n²J/2 − A n^(4/3), and subtracting its chord n(J/2 − A) gives

Δ(n) = −(J/2) n(1 − n) + A n(1 − n^(1/3)).

For 0 < n < 1 we have n^(1/3) > n, hence 1 − n^(1/3) < 1 − n. Thus Δ(n) < 0 whenever 0 ≤ A ≤ J/2, that is, when local exchange does not overcancel the self-repulsion of the full electron. The repulsion falls as n², exchange more slowly, and the fractional electron is bound too well. Under this condition the curve sags below its chord at every fraction, although for A > 0 its second derivative J − (4A/9) n^(−2/3) turns negative at small n, below n = (4A/9J)^(3/2), which is at most about 0.1 for A ≤ J/2. The quadratic form used in the model is therefore an approximation. The condition on A is sufficient, not necessary: at n = 1/2, Δ is negative for any A below about 1.2J.

A free titanium ion shows the effect with real orbitals. Its 3d electron overlaps the core, whose density also enters the semilocal exchange, so the ion tests the sign of the estimate and not its size. This orbital does not meet the condition A ≤ J/2: in a def2-QZVP basis A is 0.502J with local exchange and 0.62J with PBE exchange, whose effective power of n between 1/2 and 1 is 1.26. It does meet the weaker condition at n = 1/2, where the isolated-orbital estimate gives about −0.060 Ha, two thirds of the frozen-orbital PBE value below. Starting from Ti⁴⁺, a fraction n of a 3d_xy electron is added until Ti³⁺ is reached, the ionic configuration of an electron polaron in titanium oxides. The calculations use the def2-TZVP basis and omit relativity. The values below are converged in the integration grid but only to about one per cent in the basis: with def2-QZVP the PBE deviations at n = 1/2 become −0.0897 Ha (frozen) and −0.0787 Ha (relaxed), the relaxed Hartree–Fock deviation +0.0088 Ha, κ_ion 0.630 Ha and the PBE 3d level −1.622 Ha. The further digits serve only for comparisons within one basis. Neither PBE nor Hartree–Fock serves as an exact reference; the chord of each method is drawn between its own end points.

At n = 1/2 the deviations from the chord are:

- PBE, frozen orbitals: −0.0892 Ha
- PBE, relaxed orbitals: −0.0778 Ha
- Hartree–Fock, frozen orbitals: zero to numerical precision
- Hartree–Fock, relaxed orbitals: +0.0090 Ha

The frozen values isolate the functional from orbital relaxation. The sag is present in PBE before any orbital changes. Relaxation lowers the two end points relative to the frozen orbitals, which were optimized at n = 1/2; this lowers the chord and raises the deviation, by 0.011 Ha in PBE and 0.009 Ha in Hartree–Fock. It opposes the convexity but is far too small to remove it here.

The quadratic form −(κ/2)n(1 − n) equals −κ/8 at the midpoint, so the ion has

κ_ion = 8 × 0.07778 = 0.622 Ha.

It then predicts −0.622 × 0.1875/2 = −0.0583 Ha at n = 0.25 and 0.75. The computed values are −0.0587 and −0.0579 Ha, within one per cent of the prediction.

The orbital level gives a second measure. At a self-consistent solution the energy is stationary with respect to the orbitals, so its derivative comes from the explicit dependence on the occupation:

dE/dn = ε(n),

where ε is the 3d_xy level. At n = 1/2 a finite difference gives −1.6139 Ha, and so does the level. The slope of ε(n) there gives a curvature of 0.623 Ha. Convexity thus means that the level rises as it is filled.

The ion has neither the screening nor the hybridization of a solid. It shows a positive κ for PBE in this ion, and the frozen-orbital values show that the sag comes from the functional and not from orbital relaxation. The size of κ is not carried over to the model.

**3. Second contribution: adding the errors of two sites**

Since 1 − n₁ = n₂ and 1 − n₂ = n₁, the site errors add up to

−(κ/2)(n₁n₂ + n₂n₁) = −κ n₁n₂.

The intersite term has the same form. The density n₁ρ₁ + n₂ρ₂ has the Hartree cross energy n₁n₂J₁₂, where J₁₂ is the repulsion between the unit charges ρ₁ and ρ₂. Exact exchange would cancel it for a single electron. Semilocal exchange of two non-overlapping densities is a sum of separate site terms and cannot. In the model V stands for this repulsion, reduced by whatever screening the solid provides. Together,

E_error = −κ n₁n₂ + V n₁n₂ = −K n₁n₂.

The error is zero for a carrier on one site and −K/4 for the shared state. Convex site energies therefore reward sharing, and the intersite repulsion takes back part of the reward. A positive κ produces a net bias towards sharing if κ > V.

**4. Third contribution: lattice relaxation**

For fixed occupations, the derivative of k xᵢ²/2 − g xᵢnᵢ with respect to xᵢ is k xᵢ − g nᵢ. It vanishes at

xᵢ = g nᵢ/k.

Inserting this gives g²nᵢ²/(2k) − g²nᵢ²/k = −λnᵢ² for each site. With n₁² + n₂² = (n₁ + n₂)² − 2n₁n₂,

E_lattice = −λ(n₁² + n₂²) = −λ + 2λ n₁n₂.

A carrier on one site gains λ; a shared carrier gains λ/2. The lattice penalizes sharing by 2λn₁n₂, and the functional error rewards it by Kn₁n₂. Both have the same dependence on the occupations, so the functional acts as if 2λ had been replaced by

a = 2λ − K.

This is the core of the spurious preference: for 0 < K ≤ 2λ, part or all of the lattice penalty on sharing is cancelled by an unphysical term of the same shape. For K > 2λ the unphysical term exceeds the penalty.

**5. Fourth contribution: hopping, and the balance of all terms**

Define s = 2√(n₁n₂), which runs from 0 for one occupied site to 1 for the shared state. Then n₁n₂ = s²/4, and the hopping energy is −2t c₁c₂ = −ts. The total is

E(s) = −λ + a s²/4 − ts, 0 ≤ s ≤ 1.

Its derivative is a s/2 − t. If a > 2t, it vanishes inside the interval at

s* = 2t/a = 2t/(2λ − K),

and this is a minimum because the second derivative a/2 is positive. If a ≤ 2t, then for s < 1 the derivative is negative: for positive a it is at most t(s − 1), and for a ≤ 0 it is at most −t. The energy then falls all the way to s = 1. The carrier localizes if and only if

K < 2(λ − t).

For the true carrier, K = 0 and the condition is λ > t. A trapped carrier is thus spuriously delocalized when

λ > t and K > 2(λ − t).

Convexity alone is not enough. A small positive K leaves a polaron that is too spread out.

The occupations follow from (n₁ − n₂)² = 1 − 4n₁n₂ = 1 − s². The larger one is

n_max = [1 + √(1 − s*²)]/2.

At the localized minimum, a s*²/4 = t²/a and ts* = 2t²/a, so

E_loc = −λ − t²/(2λ − K).

At s = 1,

E_shared = −λ + (2λ − K)/4 − t = −λ/2 − K/4 − t.

Where the localized minimum exists, the shared state lies above it by

E_shared − E_loc = a/4 − t + t²/a = (a − 2t)²/(4a).

This tends to zero at the threshold a = 2t, where s* reaches 1. In this model the polaron merges continuously with the shared state.

The limit t = 0 shows the competition without hopping. Then E = −λ + (2λ − K)n₁n₂, and the carrier sits on one site for K < 2λ and is shared for K > 2λ. The change is now abrupt, since nothing favours an intermediate n₁n₂.

Still at t = 0, and with V neglected, let the carrier spread equally over N sites. The lattice gain is Nλ/N² = λ/N, and the functional error is −N(κ/2)(1/N)(1 − 1/N). Relative to a carrier on one site,

E_N − E_1 = (λ − κ/2)(1 − 1/N).

The threshold κ = 2λ is independent of N, but beyond it the spurious gain grows as the charge spreads over more sites. Hopping and the intersite repulsion would modify this result in a real supercell.

**6. Weighing the contributions with numbers**

Take g = 0.120 Ha/bohr, k = 0.240 Ha/bohr² and t = 0.010 Ha. Then

λ = 0.120²/(2 × 0.240) = 0.030 Ha.

Since λ > t, the true carrier is trapped. It has s* = 0.020/0.060 = 1/3, hence n₁ = 0.971, and the displacements differ by x₁ − x₂ = 0.471 bohr. Let the functional have κ = 0.070 Ha and V = 0.020 Ha, so K = 0.050 Ha. The threshold is 2(0.030 − 0.010) = 0.040 Ha, and this functional exceeds it.

Compare the shared state with the true polaron, keeping the density and lattice of the latter unchanged. The product n₁n₂ is 1/4 in the shared state and s*²/4 = 1/36 in the polaron, a difference of 2/9. The contributions to E_shared − E_polaron are:

- lattice: 2λ × 2/9 = +0.0133 Ha
- hopping: −t(1 − 1/3) = −0.0067 Ha
- site convexity: −κ × 2/9 = −0.0156 Ha
- intersite self-repulsion: +V × 2/9 = +0.0044 Ha

The two physical terms give +0.0067 Ha, or +0.181 eV, in favour of the polaron. The two errors add −0.0111 Ha. The sum is −0.0044 Ha, or −0.121 eV, in favour of the shared state. The site convexity alone outweighs the lattice penalty.

In symbols, the true polaron has s = t/λ, so

E_shared − E_polaron = (λ − t)²/(2λ) − K(λ² − t²)/(4λ²).

Setting this to zero and dividing by λ − t gives the reversal point

K_rev = 2λ(λ − t)/(λ + t) = 0.060 × 0.020/0.040 = 0.030 Ha.

It lies below the threshold of 0.040 Ha. Between the two values the unchanged true polaron is higher than the shared state, yet a polaron that is allowed to spread is lower than both. If the unchanged polaron lies below the shared state, the functional must have a localized minimum. If it lies above, the comparison at frozen geometry and density does not decide the question.

Minimizing the original energy over the electron state and both displacements gives the following sequence:

- K = 0: n_max = 0.971, polaron lower by 0.0067 Ha
- K = 0.020 Ha: n_max = 0.933, lower by 0.0025 Ha
- K = 0.030 Ha: n_max = 0.873, lower by 0.0008 Ha
- K = 0.035 Ha: n_max = 0.800, lower by 0.00025 Ha
- K = 0.045 Ha and K = 0.050 Ha: n_max = 0.500, no polaron

At K = 0.020 Ha the carrier still looks well localized, but its stability against sharing has fallen from 0.0067 to 0.0025 Ha. Finding a localized solution does not validate its energy.

**7. How the error acts on the lattice**

The same threshold can be read from the forces near the symmetric lattice. Let m = n₁ − n₂, X = x₁ − x₂ and S = x₁ + x₂. Then n₁n₂ = (1 − m²)/4, and the terms containing m are

−K(1 − m²)/4 − t√(1 − m²) − gXm/2.

The last follows from x₁n₁ + x₂n₂ = (S + Xm)/2. For small m, √(1 − m²) ≈ 1 − m²/2, and apart from a constant the electronic energy becomes

(K + 2t)m²/4 − gXm/2.

For K + 2t > 0 its minimum is at

m = gX/(K + 2t),

with energy −g²X²/[4(K + 2t)]. The elastic energy k(x₁² + x₂²)/2 = k(S² + X²)/4 contributes kX²/4. Differentiating the sum twice and using g²/k = 2λ,

d²E/dX² = k/2 − g²/[2(K + 2t)] = (k/2)[1 − 2λ/(K + 2t)].

A negative value means that the symmetric lattice distorts spontaneously. Self-trapping is a feedback loop: a distortion draws charge to one site, and the charge increases the distortion. Convexity weakens the first link, because a site level that rises on filling resists further charge. In the example the response m/X at small X falls from 0.120/0.020 = 6.0 per bohr to 0.120/0.070 = 1.7 per bohr. The stiffness changes from −0.240 to +0.017 Ha/bohr². Its zero, located numerically by varying K, is at 0.040 Ha, as the energy argument requires.

The loop also explains the collapse of a polaron prepared by hand. Start from the true polaron, with its distorted lattice, and apply the functional with K = 0.050 Ha. The electron is relaxed first, then the lattice, and so on in alternation. The first electronic step, before any atom has moved, lowers n₁ from 0.971 to 0.859. Later steps give 0.789 at the second, 0.575 at the tenth and 0.516 at the twentieth, and the sequence ends at 0.500. The energy does not rise along the way.

Near the end, each cycle multiplies m by a fixed factor. The lattice responds with X = gm/k, and the electron then gives

m_new = g²m/[k(K + 2t)] = 2λm/(K + 2t) = 0.857m.

Ten cycles reduce m by 0.857¹⁰ ≈ 0.21. This agrees with the fall from m = 0.150 at the tenth step to 0.032 at the twentieth. The steps are iterations, not physical times. Here a distorted starting structure cannot rescue the polaron, because the functional has no localized minimum to find.

**8. The opposite error and the limits of the model**

If K is negative, the functional penalizes sharing and can localize a carrier that should be shared. This happens when

λ < t and K < 2(λ − t) < 0.

Keep λ = 0.030 Ha and take t = 0.040 Ha. The true carrier is shared. With K = −0.030 Ha, which lies below 2(λ − t) = −0.020 Ha, s* = 0.080/0.090 = 0.889, and the larger occupation is 0.729. A localized solution is therefore no more a proof of trapping than a delocalized one is a proof of its absence. The error vanishes for every distribution of the charge when K = 0. Within this model that is the criterion to impose on a functional, rather than localization itself. It can be met by κ = V ≠ 0, a cancellation that depends on the pair of sites; κ = V = 0 removes each error separately.

The conclusions hold for one carrier, two equivalent sites, linear coupling, harmonic springs and a quadratic functional error. Quantum motion of the lattice could allow tunnelling between the two polaron minima and is left out. A real defect can make the sites inequivalent, which gives the carrier a preference for one of them before any distortion; the symmetric threshold then no longer applies as it stands. In an extended crystal the hopping energy, the screened repulsion and the strain field involve many sites, so neither the numerical threshold nor the continuous merging should be transferred to it.

For two equivalent sites, the model identifies what has to be compared: the curvature error of the functional, net of intersite self-repulsion, against twice the difference between relaxation energy and hopping. If the relaxation energy exceeds the hopping and the first quantity is larger than the second, the delocalized result is due to the functional. If the hopping exceeds the relaxation energy, the true carrier of the model is shared anyway.

A defect supercell needs a different balance, because a delocalized carrier gains hopping energy from all its neighbours. On a simple cubic lattice with six neighbours and t = 0.010 Ha, a uniformly spread carrier gains 6t = 0.060 Ha, more than the relaxation energy λ = 0.030 Ha of a carrier on one site. The condition λ > t therefore does not establish a polaron there, and a delocalized result can be correct. What carries over is the question to ask: how the functional error compares with the true energy difference between the localized and the delocalized state. The numerical output below gives the computed values in full.

Calculated quantities

```
Ti ion, def2-TZVP: E(n) minus chord, n = added 3d_xy electron
  PBE relaxed, n = 0.25: -0.05870 Ha
  PBE relaxed, n = 0.50: -0.07778 Ha
  PBE relaxed, n = 0.75: -0.05791 Ha
  HF relaxed, n = 0.50: 0.008962 Ha
  PBE frozen orbitals, n = 0.50: -0.08923 Ha
  HF frozen orbitals, n = 0.50, magnitude: 2.3e-13 Ha
  PBE curvature from chord, -8*deviation(0.5): 0.6222 Ha
  PBE curvature from level slope at n = 0.5: 0.6233 Ha
  PBE dE/dn at 0.5, finite difference: -1.61391 Ha
  PBE 3d_xy level at n = 0.5: -1.61389 Ha
Two-site model, inputs
  coupling g = 0.120 Ha/bohr, spring k = 0.240 Ha/bohr^2
  hopping t = 0.010 Ha, relaxation energy lam = 0.030 Ha
  kappa = 0.070 Ha, V = 0.020 Ha, net K = 0.050 Ha
Scan: K (Ha), larger occupation, minimum energy (Ha), E_shared - E_min (Ha)
  0.000  0.9714  -0.031667  0.006667
  0.020  0.9330  -0.032500  0.002500
  0.030  0.8727  -0.033333  0.000833
  0.035  0.8000  -0.034000  0.000250
  0.045  0.5000  -0.036250  0.000000
  0.050  0.5000  -0.037500  0.000000
True polaron: n1 = 0.9714, x1 - x2 = 0.4714 bohr
True barrier at the symmetric lattice: 0.006667 Ha
Stiffness in x1 - x2, K = 0: -0.2400 Ha/bohr^2
Stiffness in x1 - x2, K = 0.050 Ha: 0.0171 Ha/bohr^2
Threshold K from zero stiffness: 0.04000 Ha
K at which the frozen preference reverses: 0.03000 Ha
E_shared - E(true polaron state), positive favours the polaron
  K = 0: 0.006667 Ha = 0.181 eV
  K = 0.050 Ha: -0.004444 Ha = -0.121 eV
Convex functional started from the true polaron: n1 after electron steps
  step   1: 0.8592
  step   2: 0.7892
  step   5: 0.6679
  step  10: 0.5750
  step  20: 0.5159
  step 200: 0.5000
Opposite error: t = 0.040 Ha, K = -0.030 Ha
  larger occupation, true: 0.5000, concave: 0.7291
```
